# Linear-triangle density of states in two dimensions: weights and mesh error

## What goes wrong

Take a model conduction band with two valleys and compute its density of states (DOS) 50 meV above the band edge by linear interpolation on triangles. An $N\times N$ mesh with $N=120$ gives an error of $+0.571\%$ of the converged value, and $N=240$ gives $-0.314\%$. If the error fell as $N^{-2}$, the combination $(4g_{240}-g_{120})/3$ would cancel it. The combination is actually wrong by

$$\frac{4(-0.314)-0.571}{3}\,\%=-0.61\%,$$

which is worse than the finer mesh alone. The number of states below the same energy behaves differently. Its errors are $-1.389\%$ and $-0.349\%$, and the same combination leaves $-0.002\%$. So small a remainder is partly luck: the errors $-0.349\%$ and $-0.082\%$ at $N=240$ and $480$ leave $+0.007\%$. Between 45 and 55 meV the combination of $N=120$ and $240$ leaves about $0.03\%$ rms. These remainders are still well below the error of the finer mesh.

The two quantities obey different laws. The count error is $N^{-2}$ times a smooth coefficient, to leading order. The DOS error at a fixed energy oscillates with an amplitude proportional to $N^{-3/2}$.

## Setting and conventions

Write $\mathbf k=\kappa_1\mathbf b_1+\kappa_2\mathbf b_2$, so that the Brillouin zone is the unit square in $(\kappa_1,\kappa_2)$. The band $\varepsilon(\kappa_1,\kappa_2)$ is smooth and periodic, and $\varepsilon_{11},\varepsilon_{12},\varepsilon_{22}$ are its second derivatives in these dimensionless coordinates. Per unit cell and per spin,

$$n(E)=\int d^2\kappa\,\theta(E-\varepsilon),\qquad g(E)=\frac{dn}{dE}=\int d^2\kappa\,\delta(E-\varepsilon).$$

The mesh nodes are $(i/N,j/N)$. Each cell is cut along $\mathbf b_1-\mathbf b_2$, which is the short diagonal when the two vectors enclose $60^\circ$. Each of the $2N^2$ triangles carries the fraction $1/(2N^2)$ of the zone. The interpolant is $\varepsilon_I$, its error is $\eta=\varepsilon_I-\varepsilon$, and $n_h,g_h$ are the count and DOS of $\varepsilon_I$.

The error laws at fixed $E$ assume a regular energy: the level line $\varepsilon=E$ contains no point with $\nabla\varepsilon=0$, and it is curved wherever it is tangent to a mesh edge.

## The weights

Consider one triangle with corner energies $e_1\le e_2\le e_3$ and $e_{ij}=e_i-e_j$. Fractions below refer to this triangle.

**Lower range, $e_1<E<e_2$.** The level line cuts edge 12 at the fraction $f_2=(E-e_1)/e_{21}$ from corner 1, and edge 13 at $f_3=(E-e_1)/e_{31}$. The occupied part is a triangle sharing the angle at corner 1, so its area fraction is the product of the two side fractions:

$$n=\frac{(E-e_1)^2}{e_{21}e_{31}},\qquad g=\frac{2(E-e_1)}{e_{21}e_{31}}.$$

**Upper range, $e_2\le E<e_3$.** The empty part is a triangle at corner 3, with side fractions $r_1=(e_3-E)/e_{31}$ and $r_2=(e_3-E)/e_{32}$. Hence

$$n=1-\frac{(e_3-E)^2}{e_{31}e_{32}},\qquad g=\frac{2(e_3-E)}{e_{31}e_{32}}.$$

To average a quantity $A$ known at the corners, interpolate it as $\sum_i\lambda_iA_i$, where $\lambda_i$ are barycentric coordinates. The gradient of the interpolated energy is constant, so all points of the level segment count equally, and the mean of a linear function on a segment is its midpoint value. The DOS weight of corner $i$ is therefore $w_i=g\bar\lambda_i$.

In the lower range the segment ends have $(\lambda_2,\lambda_3)=(f_2,0)$ and $(0,f_3)$, so

$$\bar\lambda_2=\tfrac12f_2,\quad \bar\lambda_3=\tfrac12f_3,\quad \bar\lambda_1=1-\tfrac12(f_2+f_3).$$

In the upper range the same argument from corner 3 gives

$$\bar\lambda_1=\tfrac12r_1,\quad \bar\lambda_2=\tfrac12r_2,\quad \bar\lambda_3=1-\tfrac12(r_1+r_2).$$

For the weights $W_i$ of the occupied area, the midpoint is replaced by a centroid, and each $\tfrac12$ becomes $\tfrac13$. In the lower range,

$$W=n\left(1-\tfrac13(f_2+f_3),\ \tfrac13f_2,\ \tfrac13f_3\right).$$

In the upper range the empty triangle is subtracted from the full one, for which each $\lambda_i$ averages to $\tfrac13$:

$$W_i=\tfrac13-r_1r_2\,c_i,\qquad c=\left(\tfrac13r_1,\ \tfrac13r_2,\ 1-\tfrac13(r_1+r_2)\right).$$

For corners $0,\,0.4,\,1$ and $E=0.25$ the DOS weights are $0.7031,\,0.3906,\,0.1563$. Their sum is $1.25=2(0.25)/(0.4\times1)$. Their energy-weighted sum is $0.3125=1.25\times0.25$, as it must be because the midpoint lies on the level line. Direct quadrature over this triangle, at $E=0.25$ and $0.7$, reproduces both sets of weights within $3\times10^{-6}$.

For the whole mesh, all these quantities are summed over triangles and divided by $2N^2$.

## The interpolation error splits into rows

Use mesh units $x=N\kappa_1$, $y=N\kappa_2$. Apart from a linear part, which is interpolated without error, the local expansion of the band is $N^{-2}$ times

$$\tfrac12(\varepsilon_{11}x^2+2\varepsilon_{12}xy+\varepsilon_{22}y^2)=a_1x^2+a_2y^2+a_3(x+y)^2.$$

Matching the $xy$ term gives $2a_3=\varepsilon_{12}$, and the squares then fix the rest:

$$a_1=\tfrac12(\varepsilon_{11}-\varepsilon_{12}),\quad a_2=\tfrac12(\varepsilon_{22}-\varepsilon_{12}),\quad a_3=\tfrac12\varepsilon_{12}.$$

The corners of a triangle are $(i,j),(i{+}1,j),(i,j{+}1)$ or $(i{+}1,j{+}1),(i{+}1,j),(i,j{+}1)$. In both cases each of $x$, $y$ and $x+y$ takes just two consecutive integer values at the corners. The interpolant of each square is thus the one-dimensional interpolant. Between $j$ and $j+1$, at $j+t$, its error is

$$j^2+t(2j+1)-(j+t)^2=t(1-t).$$

With $p(t)=\{t\}(1-\{t\})$, where $\{t\}$ is the fractional part, and row coordinates $u_1=\kappa_1$, $u_2=\kappa_2$, $u_3=\kappa_1+\kappa_2$,

$$\eta=\frac1{N^2}\sum_{r=1}^3a_r\,p(Nu_r)+O(N^{-3}).$$

The remainder comes from cubic terms of the band; its gradient is $O(N^{-2})$.

The mean of $p$ is $\int_0^1t(1-t)\,dt=\tfrac16$. Its cosine coefficients follow from two integrations by parts:

$$2\int_0^1t(1-t)\cos(2\pi mt)\,dt=-\frac1{\pi m}\int_0^1(1-2t)\sin(2\pi mt)\,dt=-\frac1{\pi^2m^2},$$

because the last integral equals $1/(\pi m)$. Thus

$$p(t)=\frac16-\sum_{m\ge1}\frac{\cos2\pi mt}{\pi^2m^2}.$$

Since $a_1+a_2+a_3=\tfrac12(\varepsilon_{11}+\varepsilon_{22}-\varepsilon_{12})$, the mean interpolation error is

$$\bar\eta=\frac{\varepsilon_{11}+\varepsilon_{22}-\varepsilon_{12}}{12N^2}.$$

Near a minimum it is positive on any mesh, because $|\varepsilon_{12}|<\tfrac12(\varepsilon_{11}+\varepsilon_{22})$ there: chords lie above a convex band, so states are missing below a given energy.

## From energy error to count and DOS

Near the level line use the coordinates $(e,l)$, where $e=\varepsilon$ and $l$ labels position along the line, with area element $J\,de\,dl$. Here $\eta=O(N^{-2})$ and $\nabla\eta=O(N^{-1})$, so for large $N$ the interpolated energy increases with $e$ at fixed $l$. It reaches $E$ at one value $e_*$ given by $e_*+\eta(e_*,l)=E$.

**Count.** The level moves by $e_*-E=-\eta(e_*,l)$. Replacing $\eta(e_*,l)$ by $\eta(E,l)$ costs $O(N^{-1})\times O(N^{-2})$, so

$$n_h-n=-\int d^2\kappa\,\delta(E-\varepsilon)\,\eta+O(N^{-3}).$$

**DOS.** Differentiating the condition for $e_*$ gives $de_*/dE=1/(1+\eta')$, with $\eta'=\partial\eta/\partial e$. Therefore

$$g_h=\int dl\,\frac{J(e_*,l)}{1+\eta'(e_*,l)}=g-\int dl\,J(E,l)\,\eta'(e_*,l)+O(N^{-2}).$$

Next $e_*$ is replaced by $E$ in $\eta'$. This matters where a mesh edge lies between the two lines, since $\eta'$ jumps there by $O(N^{-1})$. An edge crossed at angle $\vartheta$ is misplaced along the line by $O(N^{-2}/\vartheta)$. Near a tangency the $j$th row is crossed at $\vartheta\sim(j/N)^{1/2}$. The misplaced lengths add up to

$$N^{-2}\sum_{j\lesssim N}(N/j)^{1/2}=O(N^{-1}),$$

and the row nearest the tangency adds at most another $O(N^{-1})$. Length times jump is $O(N^{-2})$. Hence

$$g_h-g=-\frac{d}{dE}\int d^2\kappa\,\delta(E-\varepsilon)\,\eta+O(N^{-2}).$$

## The two laws

The constant $\tfrac16$ in $p$ gives the smooth part of the count error:

$$\boxed{n_h-n=-\frac{M(E)}{N^2}+O(N^{-5/2}),\quad M=\int d^2\kappa\,\delta(E-\varepsilon)\frac{\varepsilon_{11}+\varepsilon_{22}-\varepsilon_{12}}{12}}$$

The cosines supply the $N^{-5/2}$ term. Along most of the level line they oscillate rapidly and cancel. They survive where the line is tangent to a mesh row.

Take a row coordinate $u$ and a coordinate $v$ along the row with $d^2\kappa=du\,dv$. For $u_1,u_2,u_3$ suitable choices are $v=\kappa_2,\kappa_1,\kappa_1$. At a tangency $\varepsilon_v=0$. Measure $v$ from there. The line obeys $\varepsilon_u(u-u_t)+\tfrac12\varepsilon_{vv}v^2=0$, so

$$u=u_t-\frac{\varepsilon_{vv}}{2\varepsilon_u}v^2.$$

Let the line be convex and enclose a minimum, so that $\varepsilon_{vv}>0$. Define $s=\pm Nu_t$ with the sign of $\varepsilon_u$. The cosine is even, so both signs give the same form. The delta function contributes $1/|\varepsilon_u|$, and the minus sign in the count formula cancels the one in $p$:

$$\Delta n_t=\sum_m\frac{a}{\pi^2m^2N^2|\varepsilon_u|}\int dv\,\cos\!\left(2\pi ms-\frac{\pi mN\varepsilon_{vv}}{|\varepsilon_u|}v^2\right).$$

The Fresnel integral is $\int dv\cos(\phi-cv^2)=\sqrt{\pi/c}\,\cos(\phi-\pi/4)$, here with $\sqrt{\pi/c}=[|\varepsilon_u|/(mN\varepsilon_{vv})]^{1/2}$. Thus

$$\Delta n_t=\frac{a}{\pi^2N^{5/2}|\varepsilon_u|^{1/2}\varepsilon_{vv}^{1/2}}\sum_m\frac{\cos(2\pi ms-\pi/4)}{m^{5/2}}.$$

Now differentiate with respect to $E$. The tangency moves as $du_t/dE=1/\varepsilon_u$, so $ds/dE=N/|\varepsilon_u|$. This factor $N$ is what degrades the DOS; derivatives of the slow prefactor are smaller by $1/N$. Summing over tangencies,

$$\boxed{g_h-g=-\frac{2}{\pi N^{3/2}}\sum_t\frac{a_t\,S(s_t)}{|\varepsilon_u|^{3/2}\varepsilon_{vv}^{1/2}}+O(N^{-2}),\quad S(s)=\sum_{m\ge1}\frac{\sin(2\pi ms-\pi/4)}{m^{3/2}}}$$

A closed convex line has six tangencies, two for each row family. As $E$ or $N$ changes, mesh rows pass through these points and the error changes sign.

**A numerical test.** The band $-\cos2\pi\kappa_1-0.7\cos2\pi\kappa_2-0.25\cos2\pi(\kappa_1-\kappa_2)$, in arbitrary energy units, was compared with converged contour integrals at 41 energies from $-1.41$ to $-1.19$. At $N=960$ the count error divided by $-M/N^2$ is $1.0001$ on average, with a scatter of $0.006$. The scatter was $0.016$ at $N=120$; this drop by a factor 2.7 is close to the expected $\sqrt8=2.8$. The rms DOS error falls from $8.3\times10^{-4}$ to $4.1\times10^{-5}$ of the DOS, an exponent of $1.45$. Subtracting the tangency formula at $N=960$ leaves $7\%$ of the rms error.

## Parabolic valley on equilateral triangles

Let $|\mathbf b_1|=|\mathbf b_2|=b$ at $60^\circ$, $h=b/N$, and $\varepsilon=\hbar^2k^2/2m$, where $m$ is now the mass. With $B=\hbar^2b^2/2m$,

$$\varepsilon=B(\kappa_1^2+\kappa_1\kappa_2+\kappa_2^2),\quad\varepsilon_{11}=\varepsilon_{22}=2B,\quad\varepsilon_{12}=B.$$

All three $a_r$ equal $B/2$, and $\bar\eta=B/(4N^2)=\hbar^2h^2/8m$. Since $n\propto E$ and $E=B(k/b)^2$,

$$\frac{n_h-n}{n}\simeq-\frac{\bar\eta}{E}=-\frac14\left(\frac hk\right)^2.$$

For the DOS, the ellipse $\varepsilon\le E$ has area $2\pi E/(\sqrt3B)$, so $g=2\pi/(\sqrt3B)$. At the tangency to a row of constant $\kappa_1$, $\varepsilon_2=0$ gives $\kappa_2=-\kappa_1/2$. Then $E=\tfrac34B\kappa_1^2$, so $u_t=2k/(\sqrt3b)$, and

$$\varepsilon_u=B(2\kappa_1+\kappa_2)=\tfrac32Bu_t=\sqrt3B\frac kb,\qquad\varepsilon_{vv}=2B.$$

By symmetry the six tangencies have equal coefficients. If the minimum is a node, their phases also agree, and

$$\frac{g_h-g}{g}\simeq-\frac{\sqrt3B}{2\pi}\,\frac{2}{\pi N^{3/2}}\,\frac{6(B/2)\,S}{(\sqrt3Bk/b)^{3/2}(2B)^{1/2}}=-\frac{3^{3/4}}{\sqrt2\,\pi^2}\left(\frac hk\right)^{3/2}S.$$

At integer $s$, $S=-\zeta(3/2)/\sqrt2=-1.847$. A scan of one period finds no larger magnitude. The leading error therefore obeys

$$\left|\frac{g_h-g}{g}\right|\lesssim C\left(\frac hk\right)^{3/2},\qquad C=\frac{3^{3/4}\zeta(3/2)}{2\pi^2}=0.302.$$

If the phases differ, this remains a bound on the leading term, not its value.

## Where the fixed-energy laws fail

**Band edge.** Put a node at the parabolic minimum and measure $E$ from it. The six neighbouring nodes lie at $e_h=B/N^2=\hbar^2h^2/2m$. Below $e_h$ only the six triangles around the minimum contribute, each with corners $(0,e_h,e_h)$:

$$g_h=\frac6{2N^2}\,\frac{2E}{e_h^2}=\frac{6E}{N^2e_h^2}.$$

The true DOS is a step, whereas the computed one is a ramp. As $E\to e_h$ it reaches $6/B$, which is $3\sqrt3/\pi=1.654$ times the true value for any $N$. Refinement narrows this window as $N^{-2}$ without lowering the overshoot.

**Saddles and straight lines.** At a saddle energy the level line contains a point with $\nabla\varepsilon=0$, and the expansion in $\eta$ loses its basis. If the level line has a straight piece along a mesh row, the cosines add over its whole length. The factor $N^{-1/2}$ from the Fresnel integral is then absent, and the DOS error can be $O(N^{-1})$.

## Finite temperature

With the Fermi function $f$, the thermal count error needs no level line:

$$\int d^2\kappa\,[f(\varepsilon+\eta)-f(\varepsilon)]\simeq\int d^2\kappa\,f'(\varepsilon)\,\bar\eta.$$

The cosines in $\eta$ integrate to almost nothing against a smooth periodic function. The error is again of order $N^{-2}$, and negative near the bottom of a band because $f'<0$.

A plain average of $f(\varepsilon)$ over the nodes does better once the mesh resolves the thermal smearing. Its error consists of Fourier components of $f(\varepsilon)$ whose indices are multiples of $N$, and these decay faster than any power of $N$ for a smooth function.

## Example: a valley like that of monolayer MoS$_2$

The model is one orbital on a triangular lattice with minima at K and K$'$:

$$\varepsilon=2t[\cos2\pi\kappa_1+\cos2\pi\kappa_2+\cos2\pi(\kappa_1+\kappa_2)].$$

Rough MoS$_2$ values are a lattice constant of 0.32 nm and a mass of $0.5\,m_0$, which the model reproduces with $t=0.992$ eV. The Fermi level is 50 meV above the edge. Then $b=22.67$ nm$^{-1}$ and, for a parabola, $k=0.810$ nm$^{-1}$. Two spins and two valleys give a density of $4k^2/4\pi=0.209$ nm$^{-2}=2.09\times10^{13}$ cm$^{-2}$; the full model band gives $2.11\times10^{13}$ cm$^{-2}$ at 0 K.

**Density.** For $N=60$, $h/k=22.67/(60\times0.810)=0.466$, and the parabolic law gives $-0.466^2/4=-5.4\%$. The computed error is $-5.49\%$. Subtracting the law evaluated for the full band, $-5.40\%$, would leave about $-0.09\%$.

**DOS.** At $N=60$ the error is $-3.8\%$ and the tangency formula gives $-3.2\%$; at $N=240$ they are $-0.314\%$ and $-0.272\%$, and at $N=480$ they are $-0.093\%$ and $-0.094\%$. The last agreement is closer than the neglected terms would lead one to expect. To hold the leading parabolic bound at $1\%$,

$$\frac hk=\left(\frac{0.01}{0.3017}\right)^{2/3}=0.1032,\qquad N=\frac{22.67}{0.810\times0.1032}\approx271.$$

With $N=273$, which places nodes on K and K$'$, the largest error at 61 evenly spaced energies between 45 and 55 meV is $0.84\%$; between these samples it can be slightly larger. This mesh rule is for this mass, lattice and energy. Since $k\propto\sqrt E$, the required $N$ grows as $E^{-1/2}$ towards the edge. At $N=120$ the band-edge ramp extends to 2.7 meV and ends at 1.653 times the true DOS.

**Temperature.** At 300 K, with the Fermi level held fixed, the density is $2.27\times10^{13}$ cm$^{-2}$, or $7.6\%$ above its 0 K value. With $N=60$ the triangle rule errs by $-4.35\%$ (law: $-4.38\%$), but the plain node sum by only $-0.011\%$. Triangles are useful here for resolving energy, not for a room-temperature density.

**The real material.** The model represents only the valley region; its total width of $9t\approx8.9$ eV is not meant for MoS$_2$. The density is at the limit for a transistor gated through SiO$_2$: inducing it takes a field of about 10 MV/cm in the oxide, which is roughly the breakdown field. A rough spin splitting of 3 meV, with the Fermi level fixed from the lower edge, reduces the 0 K density by $3.0\%$. Six Q valleys, taken as spin-degenerate, with a rough mass of $0.6\,m_0$ at a rough 0.20 eV would add $0.5\%$ at 300 K. Both figures depend on inputs that are not well fixed. The Q contribution rises to $3.6\%$ for an offset of 0.15 eV and to $23\%$ for 0.10 eV, and a splitting of 15 meV would lower the 0 K density by $15\%$. A further limitation is the assumption of sharp levels. A rough mobility of 50 cm$^2$/Vs corresponds to $\hbar/\tau=46$ meV, taking the transport time for $\tau$. This is comparable with the Fermi energy, so a DOS converged to $1\%$ is a statement about the calculated band and not about the spectrum of such a device. Errors of the underlying electronic-structure method come in addition. The remaining values are in the numerical output.

## Table of computed values

```
DOS weights, corners 0, 0.4, 1, E=0.25 (dimensionless): [0.70312 0.39062 0.15625]
DOS weights, corners 0, 0.4, 1, E=0.7 (dimensionless): [0.15 0.25 0.6 ]
largest weight deviation from quadrature: 2.9e-06
row identity, largest deviation: 3.9e-15
test band N=120: rms relative DOS error 8.276e-04, count error/law 0.9998 +- 0.0162
test band N=240: rms relative DOS error 3.112e-04, count error/law 1.0000 +- 0.0116
test band N=480: rms relative DOS error 9.557e-05, count error/law 1.0000 +- 0.0089
test band N=960: rms relative DOS error 4.052e-05, count error/law 1.0001 +- 0.0060
DOS error exponent, N=120 to 960: 1.451
rms part of DOS error left by tangency formula, N=960: 0.072
thermal count error/law, test band N=96: 1.0002
peak of row series: 1.8372, formula 1.8472
inputs: a=0.32 nm, m=0.50 m0, E_F-E_c=50 meV, T=300 K
hopping 0.9922 eV, |b| 22.672 1/nm, k_F (parabola) 0.8100 1/nm
converged DOS 4.2495 1e14/(eV cm2), density at 0 K 2.1065 1e13/cm2
N=60 h/k=0.4665: density error -5.487%, law -5.395%, parabola -5.440%
   DOS error -3.801%, tangency formula -3.183%
N=120 h/k=0.2332: density error -1.389%, law -1.349%, parabola -1.360%
   DOS error 0.571%, tangency formula 0.518%
N=240 h/k=0.1166: density error -0.349%, law -0.337%, parabola -0.340%
   DOS error -0.314%, tangency formula -0.272%
N=480 h/k=0.0583: density error -0.082%, law -0.084%, parabola -0.085%
   DOS error -0.093%, tangency formula -0.094%
bound constant C 0.3017; N for 1% leading DOS bound 271.2, used 273
largest DOS error found at that N, 45-55 meV: 0.839%
band edge N=120: ramp ends at 2.7195 meV, DOS/true 1.6529, limit 1.6540
band edge N=480: ramp ends at 0.1700 meV, DOS/true 1.6539, limit 1.6540
300 K density 2.2674 1e13/cm2, kT 25.85 meV
300 K, N=60: triangle error -4.348%, law -4.380%, node sum error -0.01090%
band DOS relative to parabola: 1.73%
density change, 0 K to 300 K: 7.64%
spin splitting 3 meV (rough): density change -3.02%
Q valleys at 0.20 eV, mass 0.6 m0 (rough): added density at 300 K 0.52%
mobility 50 cm2/Vs (rough): hbar/tau 46.3 meV
```
